\section*{Graphene layers from carbon expelled by a nickel film}

\section*{Question}

Carbon dissolves in hot nickel and comes out again on cooling. Carbon that reaches the surface can form graphene there. A flat nickel film of thickness $h=300$ nm contains $n=91$ nickel atoms per nm$^3$. It expels 0.1 atomic per cent of carbon, and all of this carbon leaves through one face and stays on it as graphene.

Unless a part says otherwise, ``0.1 atomic per cent expelled'' means $f=0.001$ carbon atom released per nickel atom. It measures the carbon that leaves, which may be less than the carbon that was dissolved.

The following values are rough but typical. The carbon--carbon bond length in graphene is $d=0.142$ nm. Nickel is face-centred cubic with lattice constant $a=0.3524$ nm and mean linear expansion coefficient $\alpha=1.6\times10^{-5}$ K$^{-1}$. Growth takes place at $T_0=1173$ K (900 $^\circ$C), where nickel in equilibrium with graphite holds an atomic fraction $S_0=0.0090$ of carbon; the model uses this same solubility for graphene of any thickness. The heat of solution is $H=0.42$ eV. The diffusivity of carbon in nickel is $D=D_0\exp(-E/kT)$ with $D_0=0.10$ cm$^2$/s and $E=1.43$ eV, where $k$ is Boltzmann's constant. The film cools at 10 K/s. Results below are computed from unrounded intermediate values.

\section*{Part (a): atoms in one graphene layer}

\textbf{Question.} Derive the number $\sigma$ of carbon atoms per unit area of a graphene layer in terms of $d$, and evaluate it.

\textbf{Model answer.} The honeycomb is a lattice with two atoms in each primitive cell. Put one bond along the $x$ axis. The primitive vectors are then
\begin{equation}
\mathbf a_1=d\left(\tfrac32,\tfrac{\sqrt3}{2}\right),\qquad
\mathbf a_2=d\left(\tfrac32,-\tfrac{\sqrt3}{2}\right).
\end{equation}
The cell area is the magnitude of their cross product:
\begin{equation}
A=d^2\left|\tfrac32\left(-\tfrac{\sqrt3}{2}\right)-\tfrac{\sqrt3}{2}\,\tfrac32\right|
=\frac{3\sqrt3}{2}\,d^2 .
\end{equation}
Two atoms share this area, so
\begin{equation}
\sigma=\frac{2}{A}=\frac{4}{3\sqrt3\,d^2}
=\frac{4}{5.196\times(0.142\ \mathrm{nm})^2}=38.18\ \mathrm{nm^{-2}} .
\end{equation}

\section*{Part (b): the carbon balance}

\textbf{Question.} Show that the expelled carbon supplies about 0.7 graphene layer. Find how much the answer changes if the nickel density is calculated from the lattice constant.

\textbf{Model answer.} Consider a column of the film with unit cross-section. Its volume per unit area is $h$, so it contains
\begin{equation}
N_{\mathrm{Ni}}=nh=91\times300=27300\ \mathrm{nm^{-2}}
\end{equation}
nickel atoms per unit area. Each of them releases on average $f$ carbon atoms:
\begin{equation}
N_{\mathrm C}=f\,n\,h=0.001\times27300=27.3\ \mathrm{nm^{-2}} .
\end{equation}
All this carbon arrives at one face. If $\theta$ is the mean number of graphene layers there, the same carbon has areal density $\theta\sigma$. Equating the two expressions gives
\begin{equation}
\theta=\frac{f\,n\,h}{\sigma}=\frac{27.3}{38.18}=0.715 .
\label{eq:theta}
\end{equation}
This is about 0.7 layer, as required.

A face-centred cubic cell contains four atoms: eight corners shared among eight cells, and six face centres shared between two. Hence
\begin{equation}
n=\frac4{a^3}=\frac{4}{(0.3524\ \mathrm{nm})^3}=91.4\ \mathrm{nm^{-3}},
\end{equation}
which raises $\theta$ to 0.718. The difference, about 0.4 per cent of $\theta$, does not affect the stated result.

The size of the answer comes from two competing numbers. The film is thick on the atomic scale, with several hundred times as many nickel atoms per area as graphene has carbon atoms. The released fraction is one in a thousand. Their product is of order one.

\section*{Part (c): what 0.7 layer means}

\textbf{Question.} Must 71.5 per cent of the surface be covered? Find the film thickness that would supply one full layer at the same $f$, and the release that would supply it at the same $h$.

\textbf{Model answer.} The balance fixes a mean, not a pattern. Let $\phi_m$ be the fraction of the surface that carries $m$ layers. Then
\begin{equation}
\theta=\sum_{m\ge1}m\,\phi_m
=\sum_{m\ge1}\phi_m+\sum_{m\ge2}(m-1)\phi_m .
\end{equation}
The first sum on the right is the covered fraction $\phi$. The second sum cannot be negative, so
\begin{equation}
\phi=\theta-\sum_{m\ge2}(m-1)\phi_m\le\theta .
\end{equation}
Equality requires that there be no second or higher layer. In that case 71.5 per cent is covered and just over 28 per cent is bare. If a tenth of the surface carries two layers and none carries more, the covered fraction falls to $0.715-0.10=0.615$. If every covered spot carries two layers, it falls to $\theta/2$, or 0.36. A complete monolayer is impossible with this supply, however well the growth is controlled.

Setting $\theta=1$ in equation (\ref{eq:theta}) at fixed $f$ gives
\begin{equation}
h_1=\frac{\sigma}{fn}=\frac{38.18}{0.001\times91}=420\ \mathrm{nm}.
\end{equation}
At fixed $h$ it gives
\begin{equation}
f_1=\frac{\sigma}{nh}=\frac{38.18}{27300}=0.00140,
\end{equation}
or 0.140 carbon atom per 100 nickel atoms. These amounts are necessary for a closed layer. They are sufficient if the carbon also spreads without forming second layers.

\section*{Part (d): another reading of atomic per cent}

\textbf{Question.} Suppose instead that the atomic fraction of carbon, counted relative to all atoms in the film, falls from $x_0=0.0090$ to $x_1=0.0080$. Find the carbon released per nickel atom and the new $\theta$.

\textbf{Model answer.} With $N_c$ carbon atoms dissolved among $N$ nickel atoms, the atomic fraction is $x=N_c/(N_c+N)$. Multiplying out gives $xN=N_c(1-x)$, so the ratio of carbon to nickel is
\begin{equation}
\frac{N_c}{N}=\frac{x}{1-x}.
\end{equation}
The number of nickel atoms does not change. The release per nickel atom is therefore
\begin{align}
f'&=\frac{x_0}{1-x_0}-\frac{x_1}{1-x_1}
=\frac{x_0(1-x_1)-x_1(1-x_0)}{(1-x_0)(1-x_1)}\nonumber\\
&=\frac{x_0-x_1}{(1-x_0)(1-x_1)} ,
\label{eq:release}
\end{align}
because the two terms $x_0x_1$ cancel in the numerator. Numerically,
\begin{equation}
f'=\frac{0.001}{0.991\times0.992}=0.001017 .
\end{equation}
Since $\theta$ is proportional to the release, it becomes 0.727. The change is 1.7 per cent of the original value. For dilute carbon the denominator tends to one and the two readings agree.

\section*{Part (e): the cooling that releases the carbon}

\textbf{Question.} Take the equilibrium solubility to be
\begin{equation}
S(T)=S_0\exp\left[-\frac Hk\left(\frac1T-\frac1{T_0}\right)\right].
\label{eq:sol}
\end{equation}
A film saturated at $T_0$ is cooled and stays in equilibrium with graphene. By how much must it cool for its atomic fraction to fall by $\Delta x=0.001$? How many layers would be supplied if all the excess left during cooling to 500 $^\circ$C?

\textbf{Model answer.} Equation (\ref{eq:sol}) assumes dilute carbon and a heat of solution that does not depend on temperature. Let the required fall be complete at $T_1$, so that $S(T_1)=S_0-\Delta x$. Dividing by $S_0$ and taking the logarithm,
\begin{equation}
-\frac Hk\left(\frac1{T_1}-\frac1{T_0}\right)
=\ln\left(1-\frac{\Delta x}{S_0}\right).
\end{equation}
Solving for $1/T_1$,
\begin{equation}
\frac1{T_1}=\frac1{T_0}-\frac kH\ln\left(1-\frac{\Delta x}{S_0}\right).
\label{eq:T1}
\end{equation}
The logarithm is negative, so $1/T_1>1/T_0$ and the film must indeed cool. A solution exists for $\Delta x<S_0$, since the film cannot release more than it holds. With $\Delta x/S_0=1/9$ the result is
\begin{equation}
T_0-T_1=32.3\ \mathrm K ,
\end{equation}
which takes 3.2 s at 10 K/s.

At 500 $^\circ$C (773 K), equation (\ref{eq:sol}) gives a solubility of about 0.10 atomic per cent. Inserting the fall from 0.90 to this value in equation (\ref{eq:release}), and multiplying by $nh/\sigma$, gives 5.7 layers. This is eight times the supply in part (b), from a film of the same thickness. The 0.7 layer thus belongs to the stated release. It is not a property of a 300 nm film as such.

There is a second way to limit the supply: put less carbon into the film. But a film loaded with a total of 0.1 atomic per cent does not behave like the saturated one. In this model it is undersaturated at 900 $^\circ$C and stays so until it has cooled to about 500 $^\circ$C. Even below that temperature it retains whatever the remaining solubility allows. To expel 0.1 atomic per cent, it must start with more than that.

\section*{Part (f): can the carbon escape in time?}

\textbf{Question.} After a small sudden temperature drop, the film holds a uniform excess of carbon. The face at $x=0$ is held at the equilibrium solubility by the growing graphene, and the face at $x=h$ is sealed. Derive the time for 99 per cent of the excess to leave. Evaluate it at 900 and 500 $^\circ$C, and compare it with the cooling.

\textbf{Model answer.} Let $u(x,t)$ be the excess concentration divided by its initial value. At constant temperature it obeys
\begin{equation}
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial x^2},\quad
u(0,t)=0,\quad \left.\frac{\partial u}{\partial x}\right|_{x=h}=0,\quad
u(x,0)=1 .
\end{equation}
A product solution $\sin(qx)\,e^{-Dq^2t}$ satisfies the equation and vanishes at $x=0$. Zero flux at $x=h$ requires $\cos(qh)=0$, hence
\begin{equation}
q_m=\frac{(2m+1)\pi}{2h},\qquad m=0,1,2,\ldots
\end{equation}
For $m\ne l$,
\begin{equation}
\int_0^h\!\sin q_mx\,\sin q_lx\,dx
=\frac{\sin[(q_m-q_l)h]}{2(q_m-q_l)}-\frac{\sin[(q_m+q_l)h]}{2(q_m+q_l)}=0,
\end{equation}
because $(q_m\pm q_l)h$ are whole multiples of $\pi$. For $m=l$ the integral is $h/2$. The coefficient of each mode in the initial profile $u=1$ is therefore
\begin{equation}
b_m=\frac2h\int_0^h\sin q_mx\,dx
=\frac{2}{q_mh}\left[1-\cos(q_mh)\right]=\frac2{q_mh}.
\end{equation}
The fraction of the excess still in the film is the average of $u$ over the thickness. The same integral appears once more, giving
\begin{equation}
R(t)=\frac1h\int_0^hu\,dx=\sum_{m=0}^{\infty}\frac{2}{(q_mh)^2}e^{-Dq_m^2t}
=\sum_{m=0}^{\infty}\frac{8\,e^{-Dq_m^2t}}{(2m+1)^2\pi^2}.
\end{equation}
At late times the term $m=0$ dominates, since the next decays nine times as fast:
\begin{equation}
R(t)\simeq\frac8{\pi^2}\exp\left(-\frac{\pi^2Dt}{4h^2}\right).
\end{equation}
Setting $R=0.01$ and taking the logarithm,
\begin{equation}
t_{99}=\frac{4h^2}{\pi^2D}\ln\frac{800}{\pi^2}=1.78\,\frac{h^2}{D}.
\end{equation}
At this time the first exponential is about $0.012$. The next is its ninth power, so dropping it is justified.

With $h=3.00\times10^{-5}$ cm, the two temperatures give
\begin{align}
900\ ^\circ\mathrm C:&\quad D=7.2\times10^{-8}\ \mathrm{cm^2/s},\quad t_{99}=0.022\ \mathrm s,\\
500\ ^\circ\mathrm C:&\quad D=4.8\times10^{-11}\ \mathrm{cm^2/s},\quad t_{99}=34\ \mathrm s .
\end{align}
Near 900 $^\circ$C escape is much faster than the 3.2 s temperature drop of part (e). The diffusivity does fall during that drop. From equation (\ref{eq:T1}), its final value relative to its initial value is
\begin{equation}
\frac{D(T_1)}{D(T_0)}=\left(1-\frac{\Delta x}{S_0}\right)^{E/H}
=\left(\frac89\right)^{3.40}=0.67 .
\end{equation}
This lengthens the escape time by a factor of 1.5, which leaves it far below 3.2 s. Diffusion therefore does not prevent the release of 0.1 atomic per cent. The comparison says nothing about the speed of graphene nucleation, which the boundary condition assumes to be sufficient.

At 500 $^\circ$C the film would cool by a further 340 K during one escape time. It can no longer follow equilibrium closely. Most of the carbon, however, has already left at higher temperatures, where diffusion is fast. Solving the diffusion equation numerically along the cooling curve, with the open face held at $S(T)$, gives about 5.5 layers by 500 $^\circ$C, against the equilibrium supply of 5.7 in part (e). With the diffusivity used here, slow diffusion therefore costs about 4 per cent of the supply down to this temperature. On further cooling at 10 K/s it traps most of the carbon that is still in the film.

\section*{Part (g): the back face and thermal expansion}

\textbf{Question.} Find $\theta$ on one face if both faces accept carbon equally well. Then, with one open face again, find the effect of thermal expansion if the thickness and density were given at 20 $^\circ$C and the graphene forms at 900 $^\circ$C. Keep $\sigma$ fixed.

\textbf{Model answer.} With a uniform initial excess and equal faces, the problem is unchanged by reflection in the mid-plane. Each face receives half the carbon, so
\begin{equation}
\theta_{\mathrm{face}}=\frac{\theta}{2}=0.358 .
\end{equation}
Reflection symmetry also makes the flux at the mid-plane zero. Each half then acts as a film of thickness $h/2$ with one sealed face, and the escape time is four times shorter.

For expansion, the linear strain of free nickel is
\begin{equation}
\varepsilon=\alpha(900-20)\ \mathrm K=0.0141 .
\end{equation}
The hot thickness is $h(1+\varepsilon)$ and the hot density is $n/(1+\varepsilon)^3$. Their product is the hot number of nickel atoms per area:
\begin{equation}
N_{\mathrm{Ni}}^{\mathrm{hot}}
=\frac{n}{(1+\varepsilon)^3}\,h(1+\varepsilon)=\frac{nh}{(1+\varepsilon)^2}.
\end{equation}
Thus $\theta=0.715/(1.0141)^2=0.695$. The thickness expansion has cancelled, and the two lateral expansions remain. If a rigid substrate held the lateral dimensions fixed, the number of atoms per area could not change and $\theta$ would stay at 0.715. A film that adheres to a substrate expanding less than nickel lies between these limits.

\section*{Part (h): comparison with real growth}

\textbf{Question.} Which assumptions matter most when the estimate is applied to graphene growth on a real nickel film?

\textbf{Model answer.} Nickel films a few hundred nanometres thick, exposed to a hydrocarbon gas at roughly 900 to 1000 $^\circ$C, are a real route to graphene, so the thickness and growth temperature used here are typical. The release of 0.1 atomic per cent is small for a film saturated at 900 $^\circ$C: it is one ninth of the carbon fraction held in the model. Many real films are polycrystalline, and the graphene on them can vary in thickness from place to place. Such unevenness leaves the mean $\theta$ unchanged if the same amount of carbon still reaches the face. Where second or higher layers form, however, the covered fraction falls below $\theta$, as in part (c). Carbon that collects at the back interface reduces the mean itself, by a factor of two in the symmetric case. Three further effects lie outside the model. On Ni(111) the first graphene layer is bound more strongly than bulk graphite and can segregate above the temperature at which the graphite solubility is reached, so the onset temperatures of part (e) do not apply to that first layer. Graphene can also grow at constant temperature while the gas still feeds the surface, and the balance does not count that carbon. Near and below about 500 $^\circ$C a surface carbide can compete with graphene.

The largest uncertainty is the amount released. For the rough solubility used here, it can move the supply from 0.7 layer after a drop of 32 K to 5.7 layers if all the excess leaves by 500 $^\circ$C. By comparison, the choice of composition convention and thermal expansion each change the result by less than 3 per cent. A process intended to supply about one layer from a saturated film of this thickness must therefore control the carbon release. Knowing the film thickness accurately is not enough.
